# Basis-Independent Content of the g Matrix of a Kramers Doublet

Two calculations of the same conduction-band edge can print g matrices with nothing visibly in common. For the strained semiconductor treated below, one choice of basis gives diagonal elements $-43.3,-47.4,-51.5$ and trace $-142$; another gives $-27.2,-35.8,-17.0$ and trace $-80$. If single elements, the trace or the sign of one principal value are compared, the calculations seem to disagree, although they describe the same electrons. The theorem below states what may be compared.

## Setting and conventions

Consider two degenerate states, well separated from all others, related by an antiunitary symmetry $\Theta$ with $\Theta^2=-1$. In a crystal, $\Theta$ may be time reversal at a wave vector equivalent to its own negative, or time reversal combined with inversion at any wave vector. A Kramers basis is a pair $|1\rangle$, $|2\rangle=\Theta|1\rangle$, so that $\Theta|2\rangle=-|1\rangle$.

Let $m_x,m_y,m_z$ be the $2\times2$ matrices of the dimensionless moment in this doublet. The physical moment is $-\mu_B m_i$, and to first order in the field

$$H=\mu_B\sum_i B_i m_i .$$

The moment is Hermitian and odd under $\Theta$: $m_i\Theta=-\Theta m_i$. The index $i$ refers to laboratory axes, which stay fixed.

**Lemma 1.** There is a unique real matrix $g$ with

$$m_i=\tfrac12\sum_j g_{ij}\sigma_j,\qquad g_{ij}=\mathrm{Tr}(m_i\sigma_j).$$

*Proof.* An antiunitary operator obeys $\langle\Theta\phi|\Theta\chi\rangle=\langle\phi|\chi\rangle^*$. Hence

$$\langle\Theta\phi|m_i|\Theta\phi\rangle=-\langle\Theta\phi|\Theta m_i\phi\rangle=-\langle\phi|m_i|\phi\rangle^*=-\langle\phi|m_i|\phi\rangle ,$$

the last step because $m_i$ is Hermitian. The two diagonal elements are opposite, so $m_i$ is traceless. A traceless Hermitian $2\times2$ matrix is a real combination of Pauli matrices, and $\mathrm{Tr}(\sigma_j\sigma_k)=2\delta_{jk}$ gives the coefficients. ∎

The condition $\Theta^2=-1$ matters. If $\Theta^2=+1$, a basis exists in which $\Theta$ is complex conjugation. An odd Hermitian matrix is then imaginary, hence proportional to $\sigma_y$, and $g$ has rank at most one.

**Lemma 2.** A change of Kramers basis replaces $g$ by $gR$ with $R$ a proper rotation, and every proper rotation occurs.

*Proof.* If the new first state is $a|1\rangle+b|2\rangle$, its partner is $a^*|2\rangle-b^*|1\rangle$. The columns of

$$U=\begin{pmatrix}a&-b^*\\ b&a^*\end{pmatrix},\qquad |a|^2+|b|^2=1,$$

are the new states, so $U$ is unitary with determinant one. A general unitary matrix differs from such a $U$ by a phase, which cancels in $m_i'=U^\dagger m_iU$.

The matrices $\sigma_j'=U^\dagger\sigma_jU$ are Hermitian and traceless, so $\sigma_j'=\sum_kR_{jk}\sigma_k$ with real $R$. Since $U$ preserves traces of products,

$$\delta_{jk}=\tfrac12\mathrm{Tr}(\sigma_j'\sigma_k')=(RR^T)_{jk},$$

$$2i=\mathrm{Tr}(\sigma_x'\sigma_y'\sigma_z')=\sum_{abc}R_{xa}R_{yb}R_{zc}\,2i\epsilon_{abc}=2i\det R .$$

Thus $R$ is orthogonal with determinant $+1$. Inserting $\sigma_j'$ into $m_i'$ gives $g'=gR$.

Conversely, take $U=e^{-i\alpha\,\mathbf n\cdot\boldsymbol\sigma/2}$. From $[\mathbf n\cdot\boldsymbol\sigma,\sigma_j]=2i\sum_{ik}n_i\epsilon_{ijk}\sigma_k$,

$$\frac{d\sigma_j'}{d\alpha}=\frac i2U^\dagger[\mathbf n\cdot\boldsymbol\sigma,\sigma_j]U=-\sum_{ik}\epsilon_{ijk}n_i\sigma_k'=(\mathbf n\times\boldsymbol\sigma')_j .$$

This is rotation by $\alpha$ about $\mathbf n$. Every proper rotation has an axis and an angle, so every one is reached. ∎

## The theorem

**Theorem.** Let $G=gg^T$.

1. $G$ and $\det g$ do not depend on the Kramers basis.
2. Any function of $g$ that is independent of this basis is a function of $G$ and $\mathrm{sign}(\det g)$. If $\det g=0$, it is a function of $G$ alone.
3. Both follow directly from the moment matrices:

$$G_{ij}=2\,\mathrm{Tr}(m_im_j),\qquad \det g=4\,\mathrm{Im}\,\mathrm{Tr}(m_xm_ym_z).$$

*Proof of 1.* By Lemma 2, $g'g'^T=gRR^Tg^T=G$ and $\det g'=\det g\,\det R=\det g$.

*Proof of 2.* It suffices to show that two matrices $g$ and $g'$ with equal $G$ and equal determinant sign are joined by a proper rotation; an invariant function then has the same value on both.

Write the singular-value decomposition $g=WSV^T$. Then $G=WS^2W^T$, its positive square root is $G^{1/2}=WSW^T$, and

$$g=G^{1/2}O,\qquad O=WV^T .$$

Likewise $g'=G^{1/2}O'$, with the same square root. Therefore $g'=gR$ with $R=O^TO'$, since $OO^T=1$.

If $\det g\neq0$, then $\det G^{1/2}>0$ forces $\det O=\mathrm{sign}(\det g)$, and the same for $O'$. Equal signs give $\det R=+1$.

If $\det g=0$, there is a unit vector $\mathbf n$ with $G^{1/2}\mathbf n=0$. Replacing $O$ by $(1-2\mathbf n\mathbf n^T)O$ leaves $g$ unchanged and reverses $\det O$. Both orthogonal factors can thus be chosen proper, and so $R$ is proper. ∎

*Proof of 3.* Insert Lemma 1 into the traces:

$$\mathrm{Tr}(m_im_j)=\tfrac14\sum_{kl}g_{ik}g_{jl}\,2\delta_{kl}=\tfrac12G_{ij},$$

$$\mathrm{Tr}(m_xm_ym_z)=\tfrac18\sum_{abc}g_{xa}g_{yb}g_{zc}\,2i\epsilon_{abc}=\tfrac i4\det g .$$

Solving for $G_{ij}$ and $\det g$ gives the formulas. ∎

The magnitude of the determinant adds nothing to $G$, because $|\det g|=\sqrt{\det G}$. If physical moments $M_i=-\mu_Bm_i$ are used instead, three minus signs enter the triple trace, and $\det g=-4\,\mathrm{Im}\,\mathrm{Tr}(M_xM_yM_z)/\mu_B^3$.

**Remark (principal signs).** In a uniaxial doublet with $g=\mathrm{diag}(g_\perp,g_\perp,g_\parallel)$, a pseudospin rotation by $\pi$ about the third axis reverses both transverse entries. Their common sign has no invariant meaning, while $\det g=g_\perp^2g_\parallel$ fixes the sign of $g_\parallel$ relative to their product. If $g_\perp=0$, a $\pi$ rotation about a transverse axis reverses $g_\parallel$ as well, and no sign survives.

**Remark (scope).** The theorem concerns the linear Zeeman term alone. If symmetry labels the two states, or if a second operator acts in the same doublet, fewer basis changes remain free and further elements of $g$ can acquire meaning.

## What the two invariants measure

Since $H=\frac12\mu_B(g^T\mathbf B)\cdot\boldsymbol\sigma$, its eigenvalues are $\pm\frac12\mu_B|g^T\mathbf B|$, and the splitting is

$$\Delta E=\mu_B\sqrt{\mathbf B^TG\mathbf B}.$$

Splittings along six suitable directions determine $G$, but no splitting reveals the sign of $\det g$.

**Proposition 1.** For invertible $g$,

$$\frac{d\langle\mathbf m\rangle}{dt}=\frac{\mu_B}{\hbar\det g}\,G\big[(G\mathbf B)\times\langle\mathbf m\rangle\big].$$

*Proof.* Let $\mathbf s=\langle\boldsymbol\sigma\rangle$. The Hamiltonian gives $\dot{\mathbf s}=(\mu_B/\hbar)(g^T\mathbf B)\times\mathbf s$, and $\langle\mathbf m\rangle=\frac12g\mathbf s$. For any invertible $A$,

$$\mathbf a\times\mathbf c=\frac{A^T[(A\mathbf a)\times(A\mathbf c)]}{\det A}.$$

Take $A=g$, $\mathbf a=g^T\mathbf B$ and $\mathbf c=\mathbf s$. Then $g\mathbf a=G\mathbf B$ and $g\mathbf s=2\langle\mathbf m\rangle$, so

$$\frac{d\langle\mathbf m\rangle}{dt}=\frac{\mu_B}{2\hbar}\,g\big[(g^T\mathbf B)\times\mathbf s\big]=\frac{\mu_B}{2\hbar\det g}\,gg^T\big[(G\mathbf B)\times2\langle\mathbf m\rangle\big],$$

which is the stated result. ∎

Two doublets with equal $G$ and opposite $\det g$, started with the same moment in the same field, precess in opposite senses. For isotropic $g$ the rate reduces to $(\mu_B g/\hbar)\,\mathbf B\times\langle\mathbf m\rangle$.

**Proposition 2.** The least Frobenius distance between $gR$ and $-g$, over proper rotations $R$, is twice the smallest singular value of $g$.

*Proof.* Let $K=g^Tg$, with eigenvalues $s_1^2\ge s_2^2\ge s_3^2$. Then $\|gR+g\|^2=2\,\mathrm{Tr}K+2\,\mathrm{Tr}(RK)$. For a rotation by $\alpha$ about $\mathbf n$, the antisymmetric part of $R$ drops out against the symmetric $K$, leaving

$$\mathrm{Tr}(RK)=\mathbf n^TK\mathbf n+\cos\alpha\,(\mathrm{Tr}K-\mathbf n^TK\mathbf n).$$

The bracket is non-negative, so the minimum lies at $\alpha=\pi$, with $\mathbf n$ along the eigenvector of $s_3^2$. It equals $s_3^2-s_1^2-s_2^2$, and the squared distance is $4s_3^2$. ∎

The two signs therefore form separate classes that meet where a principal value vanishes.

## Moment matrices of a band edge

Consider a band-edge doublet whose states have no momentum matrix elements among themselves. In a field, $\boldsymbol\pi=\mathbf p+e\mathbf A$ for an electron of charge $-e$, and

$$[\pi_a,\pi_b]=-i\hbar e(\partial_aA_b-\partial_bA_a)=-i\hbar e\sum_c\epsilon_{abc}B_c .$$

The coupling to other bands $l$ is $\boldsymbol\pi\cdot\mathbf p/m_e$, where $\boldsymbol\pi$ now acts on the envelope and $\mathbf p$ stands for interband matrix elements. The spin-orbit correction to $\mathbf p$ is neglected. Eliminating the other bands to second order gives

$$\frac1{m_e^2}\sum_{ab}\sum_l\frac{p_a|l\rangle\langle l|p_b}{E_c-E_l}\,\pi_a\pi_b .$$

Split $\pi_a\pi_b$ into half its anticommutator and half its commutator. The first half contributes to the effective mass. It multiplies a Hermitian matrix even under $\Theta$, hence a multiple of the identity, and causes no splitting. The second half, with $\mu_B=e\hbar/2m_e$, has the form $\mu_B\sum_cB_cm_c$. Adding the spin moment, with free-electron factor $g_0=2.002$,

$$m_c=\tfrac12g_0\sigma_c-\frac i{m_e}\sum_{ab}\epsilon_{abc}\sum_l\frac{p_a|l\rangle\langle l|p_b}{E_c-E_l}.$$

Now let the doublet be s-like at energy zero, above three p-like valence orbitals with spin. Set $\langle S|p_a|X_b\rangle=ip_0\delta_{ab}$ and $E_P=2p_0^2/m_e$. The valence Hamiltonian is

$$H_v=-E_g-\frac\Delta3+\frac\Delta3\,\mathbf L\cdot\boldsymbol\sigma+D,$$

with gap $E_g$, spin-orbit splitting $\Delta$, and a real symmetric strain matrix $D$ acting on the orbitals. If $Q_{ab}$ are the $2\times2$ spin blocks of $(-H_v)^{-1}$, then

$$m_c=\tfrac12g_0\sigma_c-\frac{iE_P}2\sum_{ab}\epsilon_{abc}Q_{ab}.$$

**The unstrained limit.** For $D=0$, $\mathbf L\cdot\boldsymbol\sigma$ equals $1$ on the four upper valence states and $-2$ on the two lower ones. The projectors are $(2+\mathbf L\cdot\boldsymbol\sigma)/3$ and $(1-\mathbf L\cdot\boldsymbol\sigma)/3$, so the spin-dependent part of the resolvent is

$$\frac{\mathbf L\cdot\boldsymbol\sigma}3\left(\frac1{E_g}-\frac1{E_g+\Delta}\right).$$

With $(L_d)_{ab}=-i\epsilon_{dab}$ and $\sum_{ab}\epsilon_{abc}\epsilon_{dab}=2\delta_{cd}$, the orbital part of $m_c$ is $-(E_P/3)\sigma_c$ times the bracket. Since $m_c=\frac12g\sigma_c$,

$$g=g_0-\frac{2E_P\Delta}{3E_g(E_g+\Delta)} .$$

Without spin-orbit coupling the orbital term vanishes. A narrow gap makes it large and negative.

## A strained narrow-gap semiconductor

Take $E_g=0.24$ eV, $\Delta=0.80$ eV and $E_P=23$ eV, rough values in the regime of indium antimonide. The unstrained formula gives $2.00-36.8/0.749=-47.1$. Let the strain matrix be, in meV,

$$D=\begin{pmatrix}20&10&0\\10&0&5\\0&5&-20\end{pmatrix}.$$

Inverting the $6\times6$ valence matrix numerically gives, in the basis of s states with spin up and down along $z$,

$$g=\begin{pmatrix}-43.25&2.06&0.00\\2.06&-47.36&1.03\\0.00&1.03&-51.48\end{pmatrix}.$$

Now choose another Kramers basis, whose first state is $(\cos\frac\theta2,\;e^{i\varphi}\sin\frac\theta2)$ with $\theta=70^\circ$ and $\varphi=40^\circ$. The g matrix becomes

$$g'=\begin{pmatrix}-27.22&15.51&-29.89\\15.87&-35.77&-26.78\\36.72&31.84&-16.99\end{pmatrix}.$$

The moment matrices in this basis have the elements

| | $(m_i)_{11}$ | $(m_i)_{12}$ |
|---|---|---|
| $x$ | $-14.945$ | $-13.608-7.755i$ |
| $y$ | $-13.388$ | $7.934+17.887i$ |
| $z$ | $-8.493$ | $18.361-15.921i$ |

The remaining elements follow from tracelessness and Hermiticity. For example,

$$G_{xx}=2\,\mathrm{Tr}(m_x^2)=4(14.945^2+13.608^2+7.755^2)\approx1875,$$

$$G_{xy}=4\big[14.945\times13.388-13.608\times7.934-7.755\times17.887\big]\approx-186 .$$

All elements together give

$$G=\begin{pmatrix}1874.8&-186.4&2.1\\-186.4&2248.6&-101.7\\2.1&-101.7&2651.0\end{pmatrix}.$$

The triple trace has imaginary part $-26296$, so $\det g=4(-26296)\approx-1.052\times10^5$. The square roots of the eigenvalues of $G$ are $51.7$, $48.0$ and $42.4$. By Proposition 2, no change of basis brings $g$ closer to $-g$ than $2\times42.4\approx85$.

The same $G$ can be found from energies without eliminating the valence bands. In the eight-band Hamiltonian, the wave-vector components across the field become oscillator operators and the component along it is set to zero. Diagonalization at 0.02 and 0.04 T, with linear extrapolation of $\Delta E/\mu_BB$ to zero field, gives splittings along $x$, $y$, $z$ and the three diagonals between them. The diagonal between $x$ and $y$, for instance, yields $(G_{xx}+G_{yy})/2+G_{xy}$. The six splittings reproduce every element of $G$ above to within about $0.01$.

The sign requires more than these splittings. In the spin basis, $g$ is symmetric and its diagonal dominates each row, so all three principal values are negative. For a field along a principal axis, the lower level then has its s-state spin parallel to the field, opposite to a free electron.

**A second case.** Raise the gap to 3.0 eV with all other parameters fixed. The principal magnitudes become $0.935$, $0.925$ and $0.919$, and $\det g=+0.795$. Since $\det g$ varies continuously with the gap, it must vanish somewhere between the two cases. There, a field along some direction produces no linear splitting.

## The numbers beside the real material

At 1 T along $z$, $|g|=\sqrt{2651.0}=51.5$. The linear splitting is 2.98 meV, and the precession frequency $\Delta E/h$ is about 721 GHz. At 4 K, $k_BT=0.345$ meV, so the polarization of the isolated two-level system, $\tanh(\Delta E/2k_BT)$, is 0.9996. The eight-band calculation at the same field gives 2.86 meV, 3.9% below the linear value. This is the effect of terms beyond second-order elimination within that model, which gives the valence states no kinetic or Zeeman terms of their own. Adding typical remote-band valence parameters changes the result to about 2.85 meV, 4.3% below the linear value.

The unstrained $g$ is close to the rough value of $-50$ for indium antimonide at low temperature. The following estimates use rough inputs:

- **Remote bands.** A higher p-like pair at 3.1 and 3.5 eV with $E_P=7$ eV shifts $g$ by $-\frac{14}3(1/3.1-1/3.5)=-0.17$, about 0.3% of $|g|$ along $z$.
- **Missing inversion symmetry.** At wave vector $1/\ell$, with magnetic length $\ell=25.7$ nm, a cubic spin splitting of coefficient 0.5 eV nm³ has the scale 0.03 meV. A linear term of 1 eV nm times the strain has the scale 0.30 meV. Both are odd in wave vector and average to zero in the lowest oscillator level when the wave vector along the field is zero; at the thermal value for 4 K, about 0.008 nm⁻¹, the linear term can survive on a scale up to 0.06 meV. In second order they still act. Their sum squared, divided by the 8.1 meV cyclotron spacing, is 0.013 meV, but this can be too low: the oscillator matrix element can add a factor $\sqrt2$, and a transition that flips the spin can cost only $8.1-3.0=5.1$ meV. The shift can then be a few hundredths of a meV, or roughly 1% of the linear splitting at 1 T, depending on the form of the coupling. The shift from the linear term is nearly independent of field, since its square and the level spacing both scale as $B$, so at 0.02 T it can reach a quarter to nearly half of the linear splitting. Such a term also gives the doublet momentum matrix elements among its own states, so in a crystal where it is present the low-field splitting need not measure $G$.
- **Carrier filling.** For $10^{14}$ electrons per cm³ in the lowest spin level, the Fermi energy is 0.0045 meV, far below $k_BT$, so the carriers are not degenerate. This treats them as free: a hydrogenic donor binds by nearly 2 meV at 1 T, about $5k_BT$, so at a donor density of $10^{14}$ per cm³ most electrons would be bound at 4 K.

The strain is large for a bulk crystal. If one deformation potential of 2 eV is used for all shears, the spread of the eigenvalues of $D$ divided by $3\times2$ eV gives a difference of 0.76% between the largest and smallest principal strains. Strain of this size also rescales the interband momentum elements, which would shift the largest and smallest principal magnitudes of $g$ by about 0.2; the model omits this. A layer thin enough to hold this strain may also confine the electron, an effect outside the model.

The assumption that moves the result most among those sized here is the low-temperature gap. With a rough room-temperature gap of 0.17 eV and the other parameters fixed, $|g|$ along $z$ rises from 51.5 to 81.9, an increase of 59%. This is the model's sensitivity to its gap parameter, not a prediction of $g$ at room temperature, because the effect of lattice vibrations on $g$ is not modelled. A comparison of $G$ between calculation and experiment therefore needs the same temperature and strain as well as the same laboratory axes.
